# AFQMC local energy in Cholesky form: unrestricted and closed-shell walkers

In auxiliary-field quantum Monte Carlo (AFQMC) the ground state is represented by an ensemble of Slater determinants, the walkers. The energy is measured by projecting each walker $|\phi\rangle$ on a fixed trial state $|\Psi\rangle$:

$$E_L=\frac{\langle\Psi|H|\phi\rangle}{\langle\Psi|\phi\rangle}.$$

This problem derives a formula for this local energy that uses small matrices only, and finds when it simplifies for closed shells.

**Setting.** There are $M$ real orthonormal spatial orbitals, with indices $p,q,r,s$, and spins $\sigma,\sigma'\in\{\alpha,\beta\}$. The Hamiltonian is

$$H=E_{\rm nuc}+\sum_{pq\sigma}h_{pq}a^\dagger_{p\sigma}a_{q\sigma}+V,$$
$$V=\frac12\sum_{pqrs}\sum_{\sigma\sigma'}(pq|rs)\,a^\dagger_{p\sigma}a^\dagger_{r\sigma'}a_{s\sigma'}a_{q\sigma}.$$

In $(pq|rs)$ the orbitals $p,q$ belong to one electron and $r,s$ to the other. The integrals are factorized as

$$(pq|rs)=\sum_g L^g_{pq}L^g_{rs},$$

with real symmetric matrices $L^g$, the Cholesky vectors.

The trial is a single determinant. Its occupied orbitals of spin $\sigma$ are the columns of an $M\times N_\sigma$ matrix $\Psi_\sigma$; those of the walker are the columns of $\phi_\sigma$. Both matrices may be complex, and the overlap $\langle\Psi|\phi\rangle$ is assumed nonzero. "Unrestricted" means that $\phi_\alpha$ and $\phi_\beta$ are independent.

## (a) Biorthogonal walker orbitals

**Find the overlap, and replace the walker orbitals by equivalent ones that satisfy $\Psi_\sigma^\dagger\Theta_\sigma=1$.**

**Solution.** Combine orbital and spin into one index $P=(p,\sigma)$, and number all occupied orbitals by $I=1,\dots,N$, with $N=N_\alpha+N_\beta$. The matrices $\Psi$ and $\phi$ are then block diagonal in spin. Define

$$b_I^\dagger=\sum_P\Psi_{PI}a_P^\dagger,\qquad d_J^\dagger=\sum_P\phi_{PJ}a_P^\dagger,$$

so that $|\Psi\rangle=b_1^\dagger\cdots b_N^\dagger|0\rangle$ and $|\phi\rangle=d_1^\dagger\cdots d_N^\dagger|0\rangle$. The anticommutator is

$$\{b_I,d_J^\dagger\}=\sum_P\Psi^*_{PI}\phi_{PJ}=(\Psi^\dagger\phi)_{IJ}.$$

In $\langle\Psi|\phi\rangle=\langle0|b_N\cdots b_1d_1^\dagger\cdots d_N^\dagger|0\rangle$, move $b_1$ to the right until it annihilates the vacuum. Passing $d_J^\dagger$ leaves the term $(-1)^{J-1}(\Psi^\dagger\phi)_{1J}$ times an overlap from which $b_1$ and $d_J^\dagger$ are missing. This is the expansion of a determinant along its first row. Repeating it for $b_2,b_3,\dots$ gives

$$\langle\Psi|\phi\rangle=\det(\Psi^\dagger\phi)=\det(\Psi_\alpha^\dagger\phi_\alpha)\det(\Psi_\beta^\dagger\phi_\beta).$$

Since this is nonzero, each $\Psi_\sigma^\dagger\phi_\sigma$ has an inverse, and we may define

$$\Theta_\sigma=\phi_\sigma(\Psi_\sigma^\dagger\phi_\sigma)^{-1},\qquad \Psi_\sigma^\dagger\Theta_\sigma=1.$$

Because $\phi=\Theta(\Psi^\dagger\phi)$, the walker orbitals are linear combinations of the columns of $\Theta$. Creation operators anticommute, so mixing the columns multiplies the determinant state by the determinant of the mixing matrix: $|\phi\rangle=\det(\Psi^\dagger\phi)\,|\Theta\rangle$. The prefactor is the overlap itself. For any operator $O$, therefore,

$$\langle O\rangle\equiv\frac{\langle\Psi|O|\phi\rangle}{\langle\Psi|\phi\rangle}=\langle\Psi|O|\Theta\rangle.$$

As the overlap approaches zero the inverse grows without bound, and the local energy can diverge.

## (b) One- and two-body contractions

**Compute $\langle a_P^\dagger a_Q\rangle$ and $\langle a_P^\dagger a_R^\dagger a_Sa_Q\rangle$.**

**Solution.** Removing one electron from $|\Theta\rangle$ gives

$$a_Q|\Theta\rangle=\sum_J(-1)^{J-1}\Theta_{QJ}|\Theta_{\setminus J}\rangle,$$

where $\setminus J$ means that orbital $J$ is missing. On the other side $\langle\Psi|a_P^\dagger$ is the adjoint of $a_P|\Psi\rangle$, so

$$\langle\Psi|a_P^\dagger=\sum_I(-1)^{I-1}\Psi^*_{PI}\langle\Psi_{\setminus I}|.$$

By part (a), $\langle\Psi_{\setminus I}|\Theta_{\setminus J}\rangle$ is the determinant of the unit matrix without row $I$ and column $J$. For $I=J$ it is 1. For $I\ne J$ the remaining matrix has a row of zeros, and the determinant vanishes. Hence

$$G_{PQ}\equiv\langle a_P^\dagger a_Q\rangle=\sum_I\Psi^*_{PI}\Theta_{QI}.$$

This mixed Green's function is diagonal in spin:

$$G^\sigma_{pq}=(\Theta_\sigma\Psi_\sigma^\dagger)_{qp}.$$

Note the order of the indices on the right.

Now remove two electrons. Let $\epsilon_{JK}=\pm1$ be the sign produced by removing first $J$ and then $K$. Removing them in the opposite order reverses the sign, $\epsilon_{KJ}=-\epsilon_{JK}$. Then

$$a_Sa_Q|\Theta\rangle=\sum_{J\ne K}\epsilon_{JK}\Theta_{QJ}\Theta_{SK}|\Theta_{\setminus JK}\rangle.$$

Since $\langle\Psi|a_P^\dagger a_R^\dagger$ is the adjoint of $a_Ra_P|\Psi\rangle$,

$$\langle\Psi|a_P^\dagger a_R^\dagger=\sum_{I\ne I'}\epsilon_{II'}\Psi^*_{PI}\Psi^*_{RI'}\langle\Psi_{\setminus II'}|.$$

The overlap of the remaining states is 1 if the same pair is missing on both sides, and 0 otherwise, again because of a row of zeros. The case $J=I,\ K=I'$ has sign $+1$; the case $J=I',\ K=I$ has sign $-1$:

$$\langle a_P^\dagger a_R^\dagger a_Sa_Q\rangle=\sum_{I\ne I'}\Psi^*_{PI}\Psi^*_{RI'}\left(\Theta_{QI}\Theta_{SI'}-\Theta_{QI'}\Theta_{SI}\right).$$

The bracket vanishes for $I=I'$, so the restriction on the sum can be dropped. The two sums then separate:

$$\langle a_P^\dagger a_R^\dagger a_Sa_Q\rangle=G_{PQ}G_{RS}-G_{PS}G_{RQ}.$$

In $V$, the indices $P,Q$ have spin $\sigma$ and $R,S$ have spin $\sigma'$. The second product connects the two pairs and requires $\sigma=\sigma'$:

$$\langle a^\dagger_{p\sigma}a^\dagger_{r\sigma'}a_{s\sigma'}a_{q\sigma}\rangle=G^\sigma_{pq}G^{\sigma'}_{rs}-\delta_{\sigma\sigma'}G^\sigma_{ps}G^\sigma_{rq}.$$

## (c) The unrestricted local energy

**Insert the factorized integrals, and express all terms through matrices of occupied-orbital size.**

**Solution.** The one-body term is

$$E_1=\sum_{pq\sigma}h_{pq}G^\sigma_{pq}=\sum_\sigma\sum_{pqi}\Psi^*_{pi\sigma}h_{pq}\Theta_{qi\sigma}=\sum_\sigma{\rm tr}(\Psi_\sigma^\dagger h\Theta_\sigma).$$

For the interaction define the $N_\sigma\times N_\sigma$ matrices

$$F^g_\sigma=\Psi_\sigma^\dagger L^g\Theta_\sigma.$$

In the first product of contractions, the sums over $p,q$ and over $r,s$ are independent for each $g$. Each gives $\sum_\sigma\sum_{pq}L^g_{pq}G^\sigma_{pq}=\sum_\sigma{\rm tr}F^g_\sigma$, so the Coulomb term is

$$E_C=\frac12\sum_g\Big(\sum_\sigma{\rm tr}F^g_\sigma\Big)^2.$$

In the second product the indices cross. For one $g$ and one spin,

$$\sum_{pqrs}L^g_{pq}L^g_{rs}G_{ps}G_{rq}=\sum_{ij}\Big(\sum_{pq}\Psi^*_{pi}L^g_{pq}\Theta_{qj}\Big)\Big(\sum_{rs}\Psi^*_{rj}L^g_{rs}\Theta_{si}\Big),$$

where $G_{ps}$ supplied the index $i$ and $G_{rq}$ the index $j$. The right side is $\sum_{ij}F^g_{ij}F^g_{ji}$. With the factor $-\frac12$, the exchange term is

$$E_X=-\frac12\sum_{g\sigma}{\rm tr}(F^g_\sigma F^g_\sigma).$$

The result for an unrestricted walker is

$$\boxed{\begin{aligned}E_L={}&E_{\rm nuc}+\sum_\sigma{\rm tr}(\Psi_\sigma^\dagger h\Theta_\sigma)\\&+\frac12\sum_g\Big(\sum_\sigma{\rm tr}F^g_\sigma\Big)^2-\frac12\sum_{g\sigma}{\rm tr}(F^g_\sigma F^g_\sigma).\end{aligned}}$$

The squares are ordinary squares of complex numbers. No modulus appears, because both factors come from the same mixed matrix element.

Two limits show the content of the terms. If $\phi=\Psi$ with orthonormal columns, then $\Theta=\Psi$, $G^\sigma$ is the one-particle density matrix of the trial, and $E_L$ is its Hartree–Fock energy. If there is one electron, $F^g$ is a number, and $E_C=\frac12\sum_g(F^g)^2=-E_X$: the electron does not interact with itself.

The products $\Psi_\sigma^\dagger L^g$ do not depend on the walker and can be stored. For each $g$, the trace then needs of order $N_\sigma M$ operations, while the full matrix $F^g_\sigma$, needed for exchange, takes of order $N_\sigma^2M$. With these dense matrices exchange is the more expensive term.

## (d) The one-body matrix that belongs to this formula

**AFQMC propagation uses squares of the operators $\hat L_g=\sum_{pq\sigma}L^g_{pq}a^\dagger_{p\sigma}a_{q\sigma}$. How is $\frac12\sum_g\hat L_g^2$ related to $V$?**

**Solution.** In $\hat L_g^2$ the operator product is $a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\sigma'}a_{s\sigma'}$. Using $a_{q\sigma}a^\dagger_{r\sigma'}=\delta_{qr}\delta_{\sigma\sigma'}-a^\dagger_{r\sigma'}a_{q\sigma}$, and then exchanging the two annihilation operators, we get

$$a^\dagger_{p\sigma}a_{q\sigma}a^\dagger_{r\sigma'}a_{s\sigma'}=\delta_{qr}\delta_{\sigma\sigma'}a^\dagger_{p\sigma}a_{s\sigma}+a^\dagger_{p\sigma}a^\dagger_{r\sigma'}a_{s\sigma'}a_{q\sigma}.$$

Therefore

$$\frac12\sum_g\hat L_g^2=V+\frac12\sum_{g\sigma}\sum_{ps}(L^gL^g)_{ps}a^\dagger_{p\sigma}a_{s\sigma}.$$

A propagator written with squares must subtract the last term from its one-body part. The energy formula of part (c) came from the ordered operator $V$, so it takes the bare $h$. Using the modified matrix there would change the energy by

$$-\frac12\sum_{g\sigma}{\rm tr}(\Psi_\sigma^\dagger L^gL^g\Theta_\sigma).$$

## (e) Reduction to closed shells

**Let $N_\alpha=N_\beta$. Under what condition are the two Green's functions equal, and what does the energy become?**

**Solution.** Consider $P_\sigma=\Theta_\sigma\Psi_\sigma^\dagger=(G^\sigma)^T$. Since $\Psi_\sigma^\dagger\Theta_\sigma=1$,

$$P_\sigma^2=\Theta_\sigma(\Psi_\sigma^\dagger\Theta_\sigma)\Psi_\sigma^\dagger=P_\sigma.$$

It is a projector, in general not a Hermitian one. Its range is the space spanned by the walker orbitals $\phi_\sigma$. Its kernel is the set of vectors orthogonal to all trial orbitals $\Psi_\sigma$. Range and kernel together determine a projector. Thus $G^\alpha=G^\beta$ if and only if the walker orbitals of both spins span the same space and the trial orbitals of both spins do so too. A closed-shell walker with a spin-polarized trial does not meet the condition.

Every term in part (c) was obtained from $G^\sigma$ and depends on the orbitals only through it. When the condition holds, we may therefore use the same matrices $\Psi,\Theta,F^g$ for both spins:

$$E_1=2\,{\rm tr}(\Psi^\dagger h\Theta),$$
$$E_C=\frac12\sum_g(2\,{\rm tr}F^g)^2=2\sum_g({\rm tr}F^g)^2,$$
$$E_X=-\frac12\sum_g2\,{\rm tr}(F^gF^g)=-\sum_g{\rm tr}(F^gF^g).$$

The closed-shell local energy is

$$\boxed{E_L=E_{\rm nuc}+2\,{\rm tr}(\Psi^\dagger h\Theta)+\sum_g\left[2({\rm tr}F^g)^2-{\rm tr}(F^gF^g)\right].}$$

For one electron pair $F^g$ is a number, and the bracket becomes $(F^g)^2$. Exchange removes the two self-interactions and leaves the repulsion between the two electrons.

A propagator that multiplies $\phi_\alpha$ and $\phi_\beta$ by the same matrix keeps a closed-shell walker closed-shell. Auxiliary fields that couple to the spin density multiply them by different matrices, and the unrestricted formula is then needed.

## (f) Truncated Cholesky factorization

**Pivoted Cholesky stops when the largest diagonal element $\delta$ of the residual $R_{pq,rs}=(pq|rs)-\sum_gL^g_{pq}L^g_{rs}$ is below a threshold. Bound the error of $E_L$.**

**Solution.** Regard $(pq|rs)$ as a matrix with row $pq$ and column $rs$. For real coefficients $c_{pq}$, the sum $\sum c_{pq}(pq|rs)c_{rs}$ is twice the electrostatic energy of a charge distribution, which is not negative. The initial residual is thus positive semidefinite. With $e$ the unit vector of the pivot, one Cholesky step changes the quadratic form to

$$x^TR'x=x^TRx-\frac{(x^TRe)^2}{e^TRe}\ge0,$$

by the Cauchy–Schwarz inequality. All later residuals are therefore positive semidefinite, and the same inequality gives

$$|R_{pq,rs}|\le\sqrt{R_{pq,pq}R_{rs,rs}}\le\delta.$$

The omitted part of the energy, with $G=G^\alpha+G^\beta$, is

$$\Delta E_L=\frac12\sum_{pqrs}R_{pq,rs}\Big(G_{pq}G_{rs}-\sum_\sigma G^\sigma_{ps}G^\sigma_{rq}\Big).$$

Taking absolute values term by term,

$$|\Delta E_L|\le\frac\delta2\Big[\Big(\sum_{pq}|G_{pq}|\Big)^2+\sum_\sigma\Big(\sum_{pq}|G^\sigma_{pq}|\Big)^2\Big].$$

## (g) Water and its cation

**Evaluate both formulas for water in the STO-3G basis, with O–H distances of 1.8 bohr and an angle of 105°.**

**Solution.** The orbitals are the $M=7$ restricted Hartree–Fock (RHF) orbitals of the neutral molecule. Pivoted Cholesky with a threshold of $10^{-10}$ hartree gives 28 vectors, the number of distinct pairs $pq$. The unrestricted case is the cation with $(N_\alpha,N_\beta)=(5,4)$ and an unrestricted Hartree–Fock (UHF) trial. The closed-shell case is the neutral molecule with the RHF trial.

Each walker is the trial multiplied by one auxiliary-field factor,

$$\phi_\sigma=\exp\Big(i\sqrt\tau\sum_gx_gL^g\Big)\Psi_\sigma,\qquad\tau=0.05\ \text{hartree}^{-1}.$$

The $x_g$ are one set of random numbers from the standard normal distribution, used for both cases. Another set would give other local energies. The walkers illustrate the formula and are not samples of a converged AFQMC calculation.

The terms, in hartree, are:

| Term | Cation | Neutral |
|---|---|---|
| $E_{\rm nuc}$ | $9.2390$ | $9.2390$ |
| $E_1$ | $-116.5103+0.1297i$ | $-122.4758+0.1573i$ |
| $E_C$ | $41.2054-0.1381i$ | $47.3818-0.1639i$ |
| $E_X$ | $-8.5895+0.0083i$ | $-9.1086+0.0065i$ |
| $E_L$ | $-74.6554-0.0001i$ | $-74.9636-0.0002i$ |

For the real part of the cation the sum is $9.2390-116.5103+41.2054-8.5895=-74.6554$. Entries are rounded separately, so a sum may differ by one in the last digit. The real parts of the local energies correspond to $-2031.48$ eV and $-2039.86$ eV.

The Hartree–Fock energies, obtained for $\phi=\Psi$, are $-74.6541$ hartree for the cation and $-74.9620$ hartree for the neutral molecule. Both walkers give slightly lower real parts. This violates no variational principle, since bra and ket are different states.

The first Cholesky vector of the cation shows how the Coulomb term is formed. Its traces are ${\rm tr}F_\alpha=4.07308-0.00503i$ and ${\rm tr}F_\beta=3.52789-0.00492i$, in hartree$^{1/2}$. Their sum is $7.60097-0.00995i$, and half its square is $28.89-0.08i$ hartree, about 70% of the real part of $E_C$.

If moduli replaced the squares, the Coulomb term would be $41.2125$ hartree. Its real part would be wrong by $0.0072$ hartree, and the imaginary part that nearly cancels those of the other terms would be lost. The extra one-body expectation value of part (d) is $9.2453-0.0040i$ hartree, so the choice of one-body matrix matters greatly.

To see the closed-shell condition fail, keep the neutral closed-shell walker but polarize the trial. Its highest occupied orbital $u$ is replaced by $u\cos\theta\pm v\sin\theta$, where $v$ is the lowest empty orbital, the signs belong to $\alpha$ and $\beta$, and $\theta=0.3$ rad. The unrestricted formula gives $-74.9664-0.0003i$ hartree. The closed-shell formula with the $\alpha$ orbitals alone gives $-74.9595-0.0258i$ hartree. The walker is the same for both spins, but the Green's functions differ by up to $0.62$ in one element.

For the cation, truncating the factorization gives the following errors relative to the energy with the full integrals:

| Vectors | $\delta$ (hartree) | Error (hartree) | Bound (hartree) |
|---|---|---|---|
| 6 | $6.5\times10^{-2}$ | $0.12$ | $5.8$ |
| 18 | $6.2\times10^{-3}$ | $1.1\times10^{-2}$ | $0.56$ |
| 23 | $7.9\times10^{-4}$ | $2.6\times10^{-4}$ | $7.1\times10^{-2}$ |

The bound is far above the error in these cases. The residual $\delta$ itself is not a bound: in the first two rows the energy error exceeds it.
